# Field Gradients in Octahedral Isomers from Additive Ligand Contributions

**Question**

A nucleus M sits at the origin of an octahedral complex. Its six ligands, of kinds A and B, lie on the axes $\pm x,\pm y,\pm z$. Treat them as point charges $q_A$, $q_B$ at distances $r_A$, $r_B$, and suppose that their potentials at M add. A ligand of a given kind has the same charge and distance in every complex. The electric field gradient is

$$V_{ij}=\left.\frac{\partial^2\Phi}{\partial x_i\,\partial x_j}\right|_{0},$$

where $\Phi$ is the potential of the ligands. For the principal values, the axes are labelled so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$, and the asymmetry parameter is $\eta=(V_{xx}-V_{yy})/V_{zz}$.

**(a) Find the gradient due to one ligand of charge $q$ at distance $r$ in the direction of the unit vector $\mathbf n$.**

*Answer.* With $\mathbf R=r\mathbf n$ and $\mathbf u=\mathbf x-\mathbf R$, the potential is $\Phi=q/(4\pi\varepsilon_0 u)$. Since $\partial u/\partial x_i=u_i/u$,

$$\frac{\partial}{\partial x_i}\frac1u=-\frac{u_i}{u^3},\qquad
\frac{\partial^2}{\partial x_j\partial x_i}\frac1u=-\frac{\delta_{ij}}{u^3}+\frac{3u_iu_j}{u^5}.$$

At the origin $\mathbf u=-r\mathbf n$. The two minus signs in $u_iu_j$ cancel, so

$$V_{ij}=p\,(3n_in_j-\delta_{ij}),\qquad p=\frac{q}{4\pi\varepsilon_0r^3}.$$

Along the bond the value is $3p-p=2p$; in each perpendicular direction it is $-p$. The trace $2p-p-p$ vanishes, as Laplace's equation requires where there is no source charge.

The point charge matters less than it seems. Any ligand charge distribution that is axially symmetric about the bond and has no density at M gives an axial, traceless tensor, which must have this form with some strength $p$. If the electrons of M respond to the ligands' gradient linearly and isotropically, every $p$ is multiplied by the same factor, and ratios between isomers are unchanged. This presumes that M's own electron shell gives no gradient before it responds. An unevenly filled valence shell breaks that: a single $d_{xy}$ electron gives $V_{zz}=\frac47\,e\langle r^{-3}\rangle/(4\pi\varepsilon_0)$, which for a transition metal can exceed the ligand terms by two orders of magnitude, and the results below then do not describe the total gradient.

**(b) Write the total gradient in terms of the sums of strengths on the three axes.**

*Answer.* Let $s_x$ be the sum of the strengths of the ligands on $+x$ and $-x$, and define $s_y,s_z$ likewise. Each $\mathbf n$ has a single nonzero component, so $n_in_j=0$ for $i\ne j$ and all off-diagonal elements vanish. For the diagonal, $n_x^2=1$ for the two ligands on the $x$ axis and zero for the others. Hence

$$V_{xx}=3s_x-(s_x+s_y+s_z)=2s_x-s_y-s_z,$$

and cyclically for $V_{yy}$ and $V_{zz}$. Opposite ligands enter through their sum because $n_in_j$ does not change when $\mathbf n$ is reversed. If the three sums are equal, the gradient vanishes.

**(c) Find $V_{zz}$ and $\eta$ for trans- and cis-MA$_4$B$_2$, and compare the two gradients.**

*Answer.* Write $d=p_B-p_A$.

In the trans isomer put B on $\pm z$. Then $s_x=s_y=2p_A$ and $s_z=2p_B$, so

$$V_{zz}=4p_B-2p_A-2p_A=4d,$$
$$V_{xx}=V_{yy}=4p_A-2p_A-2p_B=-2d.$$

In the cis isomer put B on $+x$ and $+y$. Then $s_x=s_y=p_A+p_B$ and $s_z=2p_A$, so

$$V_{zz}=4p_A-2(p_A+p_B)=-2d,$$
$$V_{xx}=V_{yy}=2(p_A+p_B)-(p_A+p_B)-2p_A=d.$$

In both cases $z$ carries the value of largest magnitude and $V_{xx}=V_{yy}$, so $\eta=0$. For $p_A\ne p_B$,

$$\frac{V_{zz}^{\text{trans}}}{V_{zz}^{\text{cis}}}=\frac{4d}{-2d}=\frac{2}{-1}.$$

The factors have a direct reading. Six equal ligands give no gradient, so $p_A$ may be subtracted from every site, leaving an excess $d$ at each B. In the trans isomer both excesses lie along the unique axis and give $2d+2d$. In the cis isomer the unique axis is normal to the plane of M and the two B ligands. Both excesses are then perpendicular to it and give $-d-d$.

**(d) Find the gradients of the two isomers of MA$_3$B$_3$.**

*Answer.* In the meridional isomer two B ligands are opposite each other. Put B on $+x$ and $\pm z$, so that $s_x=p_A+p_B$, $s_y=2p_A$, $s_z=2p_B$. Then

$$V_{xx}=2(p_A+p_B)-2p_A-2p_B=0,$$
$$V_{yy}=4p_A-2p_B-(p_A+p_B)=-3d,$$
$$V_{zz}=4p_B-(p_A+p_B)-2p_A=3d.$$

Thus $\eta=[0-(-3d)]/(3d)=1$. The two nonzero values have equal magnitude, so the sign of $V_{zz}$ is a matter of labelling.

In the facial isomer no two B ligands are opposite. Put B on $+x,+y,+z$. Every axis then carries one A and one B, so $s_x=s_y=s_z=p_A+p_B$, and by part (b) the whole tensor vanishes.

**(e) Does the symmetry of the facial isomer require this result? If not, what causes it?**

*Answer.* The symmetry is not cubic. A half-turn about $z$, which belongs to every cubic group with these axes, would carry the B on $+x$ to $-x$, where there is an A. What remains is the threefold axis $\mathbf c=(1,1,1)/\sqrt3$ with three mirror planes through it: six operations counting the identity, against 48 for MA$_6$.

To see what this symmetry permits, apply the threefold rotation $x\to y\to z\to x$. It requires $V_{xx}=V_{yy}=V_{zz}$, and zero trace makes each of them zero. It also requires $V_{xy}=V_{yz}=V_{zx}=w$. The mirrors, which exchange two axes, add no further condition. The permitted tensor has the value $2w$ along $\mathbf c$ and $-w$ across it, with $w$ free. In a cubic complex the half-turn about $z$ would reverse the sign of $V_{xz}$ and force $w=0$; here no operation does so.

The cause is additivity combined with the bond angles. Three equal ligands of strength $p$, placed symmetrically around $\mathbf c$ at angle $\theta$ to it, give along $\mathbf c$

$$V_{cc}=\sum_{k=1}^{3}p\,[3(\mathbf n_k\cdot\mathbf c)^2-1]=3p\,(3\cos^2\theta-1).$$

In the octahedron $\cos\theta=1/\sqrt3$, or $\theta=54.74^\circ$, and the bracket is zero. The A triple lies at $180^\circ-\theta$, with the same $\cos^2\theta$. Each triple therefore vanishes separately, whatever its charge and distance.

The electric field at M shows the lack of cubic symmetry directly. A charge $q$ at $r\mathbf n$ produces the field $-q\mathbf n/(4\pi\varepsilon_0r^2)$, so with B on the positive and A on the negative half-axes

$$\mathbf E=\frac{1}{4\pi\varepsilon_0}\left(\frac{q_A}{r_A^2}-\frac{q_B}{r_B^2}\right)(1,1,1).$$

This is in general nonzero, whereas cubic symmetry would forbid any vector at M.

**(f) Take $q_A=-0.5e$, $r_A=200$ pm, $q_B=-1.0e$, $r_B=220$ pm, and a model nucleus of spin $I=3/2$ with $Q=2.0\times10^{-29}$ m$^2$. For $\eta=0$ its quadrupole levels are**

$$E_m=\frac{eQV_{zz}}{4I(2I-1)}\,[3m^2-I(I+1)].$$

**Find the zero-field line frequencies of the trans, cis and facial complexes.**

*Answer.* Gradients are in units of $10^{20}$ V/m$^2$. Part (a) gives $p_A=-0.9000$, and

$$p_B=p_A\,\frac{1.0}{0.5}\left(\frac{200}{220}\right)^3=-1.352,\qquad d=-0.4524.$$

Hence $V_{zz}=4d=-1.809$ for trans and $-2d=+0.905$ for cis.

For $I=3/2$ the denominator is $4\cdot\frac32\cdot2=12$. The bracket is $\frac{27}{4}-\frac{15}{4}=3$ for $m=\pm\frac32$ and $\frac34-\frac{15}{4}=-3$ for $m=\pm\frac12$. The separation is $6/12$ of $eQV_{zz}$, so with $C_Q=eQV_{zz}/h$ the line lies at

$$\nu=\tfrac12|C_Q|.$$

For trans $C_Q=-0.875$ MHz and $\nu=0.438$ MHz; for cis $C_Q=+0.438$ MHz and $\nu=0.219$ MHz. The frequencies are in the ratio $2:1$, because the absolute value hides the opposite signs. In the facial complex the levels coincide and there is no line, although the ligand field at M is $2.04\times10^{10}$ V/m.

These values contain no response of the electrons of M. A linear isotropic response would rescale both frequencies equally. A response quadratic in the field could add a term proportional to $3E_iE_j-\delta_{ij}E^2$, which does not vanish for the facial isomer. Nor does it vanish for the cis isomer, where the field lies along $(1,1,0)$: there it adds a $V_{xy}$, so that $\eta\ne0$ even at right angles, and it shifts $V_{zz}$. Only the trans isomer has no field at M. This model leaves the term out.

**(g) Examine how the results change if (i) an A opposite a B has strength $p_A'\ne p_A$; (ii) the B–M–B angle of the cis complex opens to $90^\circ+2\delta$ in its plane; (iii) the B triple of the facial complex bends away from the threefold axis by a small angle $\beta$.**

*Answer.* (i) The trans isomer has no A opposite a B and keeps $V_{zz}=4d$. In the cis isomer $s_x=s_y=p_A'+p_B$ and $s_z=2p_A$, so

$$V_{zz}=4p_A-2(p_A'+p_B),$$

still with $\eta=0$ unless this value vanishes. For $p_A'=0.9\,p_A=-0.810$ this is $-3.600+2(0.810+1.3523)=0.725$, and the trans/cis ratio becomes $-1.809/0.725=-2.50$. The ratio $-2$ therefore depends on transferable strengths. The facial zero does not: all three A ligands change alike, and the three axis sums remain equal.

(ii) The B directions become $(\cos\delta,-\sin\delta,0)$ and $(-\sin\delta,\cos\delta,0)$. Over the pair, $\sum n_x^2=\sum n_y^2=\cos^2\delta+\sin^2\delta=1$, so the diagonal elements stay $d,d,-2d$. But $\sum n_xn_y=-2\sin\delta\cos\delta$, which gives $V_{xy}=-3p_B\sin2\delta$. The in-plane principal values are $d\pm V_{xy}$, and their difference divided by $|V_{zz}|=2|d|$ is

$$\eta=\frac{2|V_{xy}|}{2|d|}=\frac{3|p_B|\sin2\delta}{|d|}.$$

This holds while it does not exceed 1; beyond that an in-plane value becomes the largest. For $2\delta=2^\circ$, $\eta=3(1.352)(0.0349)/0.4524=0.31$. So small an angle has a large effect because the factor $3|p_B|/|d|$ multiplying $\sin2\delta$ is about 9. The axial form of the cis tensor thus depends on the right angle; the symmetry of the complex permits $\eta\ne0$.

(iii) The A triple still gives zero. For the B triple, differentiate the result of part (e):

$$\frac{dV_{cc}}{d\theta}=-18p_B\cos\theta\sin\theta=-18p_B\,\frac{1}{\sqrt3}\sqrt{\frac23}=-6\sqrt2\,p_B.$$

To first order $V_{cc}=-6\sqrt2\,p_B\beta$. For $\beta=2^\circ=0.0349$ rad this is $0.401$, against $0.395$ from the full expression, a difference of about 1% of the latter. The threefold axis makes the tensor axial, so $V_{cc}$ is $V_{zz}$. A bend of $2^\circ$ already produces more than 40% of the cis gradient: within the additive model the facial zero withstands changes of ligand strength that keep the three axis sums equal, but not this change of angle, nor a shift of M along the threefold axis, which changes the same angles. Since symmetry protects neither the facial zero nor the cis $\eta=0$, neither need hold in a real complex with covalent bonds or a polarizable M, even at exact right angles.

The numerical output below lists these values and the counts of placements and symmetry operations.

## Computed results

```
Gradients in 1e20 V/m^2
charge of A: -0.5 e; distance: 200 pm
charge of B: -1.0 e; distance: 220 pm
quadrupole moment Q: 2.0e-29 m^2; spin: 1.5
p_A: -0.9000
p_B: -1.3523
p_B - p_A: -0.4524
trans V_xx, V_yy, V_zz (fixed axes): 0.9047, 0.9047, -1.8094
cis V_xx, V_yy, V_zz (fixed axes): -0.4524, -0.4524, 0.9047
fac V_xx, V_yy, V_zz (fixed axes): 0.0000, 0.0000, 0.0000
mer V_xx, V_yy, V_zz (fixed axes): 0.0000, 1.3571, -1.3571
ratio V_zz trans/cis: -2.0000
eta trans, cis, mer: 0.0000 0.0000 1.0000
number of trans placements checked: 3
number of cis placements checked: 12
number of fac placements checked: 8
number of mer placements checked: 12
trans: 16 operations, 1 allowed components
cis: 4 operations, 2 allowed components
fac: 6 operations, 1 allowed components
mer: 4 operations, 2 allowed components
MA6: 48 operations, 0 allowed components
ligand field strength at M in fac: 2.0355 1e10 V/m
octahedral angle to threefold axis: 54.736 deg
fac, B triple bent by 2.0 deg: V_zz = 0.3953
same, linear estimate: 0.4006
cis, B-M-B angle: 92.0 deg
  V_zz = 0.9047  eta = 0.3130
cis, A opposite B scaled by 0.9 : V_zz = 0.7247
  ratio V_zz trans/cis then: -2.4967
C_Q trans: -0.8750 MHz
C_Q cis: 0.4375 MHz
quadrupole line trans: 0.4375 MHz
quadrupole line cis: 0.2188 MHz
quadrupole line fac: 0.0000 MHz
```
